# Conservative Discretisation of a Quantum Well with Position-Dependent Mass

A luminescence or modulated-reflectance line from a quantum well can serve as a ruler for the well width: the line energy contains the confinement energy of the carriers, which falls as the well widens. The width is found by matching a calculated transition energy, which contains the confined levels, to the line. A grid error in a level is then read as a width error. The effective mass and the band edge both jump at the interfaces, so the treatment of those jumps strongly affects this false width.

## Model and interface conditions

Take one band in the envelope approximation, in Hartree atomic units:

$$H=-\frac12\frac{d}{dz}\frac1{m(z)}\frac{d}{dz}+V(z),\qquad \psi(\pm B)=0,$$

with $m>0$ and $m,V$ bounded. Nonparabolicity, strain, band mixing, excitonic binding and interface roughness are left out. The ordering of $1/m$ between the two derivatives is itself part of the model: it fixes the interface conditions derived below, and "true" or "wrong" matching always refers to this $H$. The width errors found below are therefore numerical errors within this model, not the uncertainty of a measured width. Define the flux $F=\psi'/m$ and $w=V-E$. Then $H\psi=E\psi$ becomes

$$\psi'=mF,\qquad F'=2w\psi. \tag{1}$$

Both right-hand sides are bounded. Integrating (1) over an interval shrinking onto a step therefore gives zero change of $\psi$ and of $F$. The slope $\psi'$ jumps, with $\psi'_R/\psi'_L=m_R/m_L$; subscripts $L,R$ denote the left and right sides.

## Scheme

Let $z_i=-B+ih$, $i=0,\dots,N$, with $h=2B/N$. The cell of node $i$ runs from $z_i-h/2$ to $z_i+h/2$; a link joins neighbouring nodes. Integrating (1) over a link and over a cell gives

$$\psi_{i+1}-\psi_i=\int_{\rm link}mF\,dz,\qquad F(z_{i+1/2})-F(z_{i-1/2})=2\int_{\rm cell}w\psi\,dz .$$

$F$ and $\psi$ are continuous, so they are taken out of the integrals, while $m$ and $V$ are averaged. For a grid vector $\chi$,

$$F_{i+1/2}=\frac{\chi_{i+1}-\chi_i}{h\,m_{i+1/2}},\qquad (H\chi)_i=-\frac{F_{i+1/2}-F_{i-1/2}}{2h}+V_i\chi_i, \tag{2}$$

where $m_{i+1/2}$ is the link mean of $m$ and $V_i$ the cell mean of $V$. The mean is of $m$, not $1/m$, because $F$ is the continuous factor in $\psi'=mF$.

```
input: layers (m, V), B, N, number of levels p
h = 2B/N; choose N so that steps fall on nodes if possible
for each link:          mass = mean of m over the link
for each interior node: pot  = mean of V over its cell
    diag = (1/mass_left + 1/mass_right)/(2 h^2) + pot
    off  = -1/(2 h^2 mass_right)   (coupling to next node)
find the p lowest eigenpairs of the tridiagonal matrix
divide vectors of unit length by sqrt(h)
check the interface flux; refine h
```

Storage is $O(N)$. Bisection costs $O(N)$ per eigenvalue count, so a few levels cost $O(N)$ times the number of bisection steps.

## Hermiticity, stability and current

Let $u,v$ be real grid vectors vanishing at both walls, and let $F$ be the flux of $v$. Since $u_0=u_N=0$, both sums below can be extended to all links:

$$\sum_{i=1}^{N-1}u_i(F_{i+1/2}-F_{i-1/2})=\sum_{i=0}^{N-1}(u_i-u_{i+1})F_{i+1/2}.$$

Inserting this in (2),

$$\sum_i u_i(Hv)_i=\sum_{\rm links}\frac{(u_{i+1}-u_i)(v_{i+1}-v_i)}{2h^2m_{i+1/2}}+\sum_iV_iu_iv_i .$$

The right side is unchanged when $u$ and $v$ are exchanged. The real matrix is therefore symmetric, hence Hermitian, for any positive link masses. With $u=v$ the kinetic sum is non-negative, so no eigenvalue lies below the smallest $V_i$.

For $i\,\partial_t\chi=H\chi$ one has $\partial_t|\chi_i|^2=2\,{\rm Im}(\chi_i^*(H\chi)_i)$. The potential term is real and drops out. Because ${\rm Im}|\chi_i|^2=0$, what remains is

$$\partial_t|\chi_i|^2=-\frac{J_{i+1/2}-J_{i-1/2}}h,\qquad J_{i+1/2}=\frac{{\rm Im}(\chi_i^*\chi_{i+1})}{h\,m_{i+1/2}} .$$

What leaves one cell enters the next, also across a mass step.

Row sums bound the matrix norm by $2/(m_{\min}h^2)+\max|V|$. The bound on rounding errors in the levels thus grows as $h^{-2}$ while the discretisation error falls as $h^2$, so rounding can limit useful refinement.

## Flux at a step on a node

If the step lies on node $i$, then $V_i=(V_L+V_R)/2$. Multiplying the eigenvalue form of (2) by $2h$ and rearranging gives

$$F_{i-1/2}+h(V_L-E_h)\chi_i=F_{i+1/2}-h(V_R-E_h)\chi_i . \tag{3}$$

Each side carries a link flux over half a cell to the interface. Their equality is an identity of the scheme; accuracy needs a further argument.

Inside a uniform layer the eigenvector obeys $\chi_{i+1}-2\chi_i+\chi_{i-1}=2mh^2(V-E_h)\chi_i$. Its solutions are exponentials $e^{\pm\kappa_hz}$ with $\cosh\kappa_hh=1+mh^2(V-E_h)$, so $\kappa_h^2=2m(V-E_h)+O(h^2)$; imaginary $\kappa_h$ means oscillation. Continue the right-hand solution $\chi^R$ one node to the left by this recurrence. Using it to eliminate $\chi_i$ in the source term,

$$F_{i+1/2}-h(V_R-E_h)\chi_i=\frac{\chi^R_{i+1}-\chi^R_i}{hm_R}-\frac{\chi^R_{i+1}-2\chi^R_i+\chi^R_{i-1}}{2hm_R}=\frac{\chi^R_{i+1}-\chi^R_{i-1}}{2hm_R}.$$

The left side of (3) similarly becomes a central difference of the left solution. The discrete matching condition is therefore the true one with slopes replaced by central differences. It is even in $h$: for a simple level, the energy error starts at $h^2$ and continues at $h^4$, and the reconstructed flux is second-order accurate.

The raw link fluxes differ by $2h(V_i-E_h)\chi_i$, which is first order. They should not be used as the interface flux.

## Energy error for any step position

Let a step lie at $\Gamma=z_i+\theta h$, with $0\le\theta\le1/2$, in a structure of uniform layers much thicker than $h$. Put $\bar m=\theta m_L+(1-\theta)m_R$ for the link mean.

First, the order. Extrapolated to $\Gamma$ from the two sides, $\chi$ differs by

$$\chi_{i+1}-\chi_i-hF[\theta m_L+(1-\theta)m_R]=O(h^2),$$

and the flux by

$$2h\chi_i\left[w_i-(\tfrac12-\theta)w_R-(\tfrac12+\theta)w_L\right]+O(h^2)=O(h^2).$$

The bracket vanishes because $V_i$ is the cell mean. The matching conditions are thus perturbed at $O(h^2)$, and so are a simple level and its eigenvector. This eigenvector error is smooth within layers.

For the coefficient, insert the exact state $\psi$, with $\int\psi^2dz=1$, and let $r=(H-E)\psi$ on the grid. Symmetry gives $(E_h-E)\sum\chi_i\psi_i=\sum\chi_ir_i$. Let $G$ be the link flux computed from nodal values of $\psi$, and set

$$g_{i+1/2}=G_{i+1/2}-F(z_{i+1/2}),\qquad q_i=\int_{\rm cell}w(\psi-\psi_i)\,dz .$$

Subtracting the exact cell balance from (2) gives $hr_i=-\frac12(g_{i+1/2}-g_{i-1/2})-q_i$. Summing by parts,

$$h\sum_i\psi_ir_i=\frac12\sum_{\rm links}(\psi_{i+1}-\psi_i)g_{i+1/2}-\sum_i\psi_iq_i . \tag{4}$$

Replacing $\chi$ by $\psi$ costs $O(h^3)$: at the step link $g=O(h)$ multiplies a difference of eigenvector errors of $O(h^2)$, and the other terms are smaller. The norm $h\sum\chi_i\psi_i=1+O(h^2)$ changes the result at higher order. Hence (4) is $E_h-E$ up to $O(h^3)$.

**Uniform layers.** Taylor expansion and $\psi''=2mw\psi$ give

$$g=\frac{h^2}{24}\frac{\psi'''}m=\frac{h^2}{12}w\psi',\qquad q_i=\frac{h^3}{24}w\psi''=\frac{h^3}{12}mw^2\psi .$$

Their contribution to (4) is $h^2[\frac1{24}\int w\psi'^2dz-\frac1{12}\int mw^2\psi^2dz]$. Integrating by parts layer by layer, with $\psi'=mF$ at the steps and $\psi=0$ at the walls,

$$\int w\psi'^2dz=-\sum_{\rm steps}\psi F(m_Rw_R-m_Lw_L)-2\int mw^2\psi^2dz .$$

**Step link.** Near $\Gamma$, $F(z)=F+2w\psi(z-\Gamma)$ with the local $w$. Therefore

$$h\bar mG=h\bar mF+h^2\psi[m_Rw_R(1-\theta)^2-m_Lw_L\theta^2],$$

while the true midpoint flux is $F+2w_R\psi(\frac12-\theta)h$. Since $\psi_{i+1}-\psi_i\simeq h\bar mF$, the first sum in (4) receives

$$h^2\psi F\left\{\tfrac12[m_Rw_R(1-\theta)^2-m_Lw_L\theta^2]-\bar mw_R(\tfrac12-\theta)\right\}.$$

**Step cell.** With $x=z-z_i$, $\psi-\psi_i$ is $m_LFx$ left of the step and $F[m_L\theta h+m_R(x-\theta h)]$ right of it. Integration gives

$$q_i=h^2F\left\{\tfrac12m_Lw_L(\theta^2-\tfrac14)+w_R[m_L\theta(\tfrac12-\theta)+\tfrac12m_R(\tfrac12-\theta)^2]\right\}.$$

The link term minus $\psi q_i$ has coefficient $\frac18-\theta^2$ for $m_Lw_L$, $-\frac18+\theta-\theta^2$ for $m_Rw_R$, and $-\theta+2\theta^2$ for $m_Lw_R$. Adding the layer boundary term $-\frac1{24}(m_Rw_R-m_Lw_L)$ yields

$$E_h-E=h^2\left[-\frac16\int mw^2\psi^2dz+\sum_{\rm steps}\psi F\,S(\theta)\right]+O(h^3), \tag{5}$$

$$S=m_Lw_L(\tfrac16-\theta^2)+m_Rw_R(-\tfrac16+\theta-\theta^2)+m_Lw_R(-\theta+2\theta^2).$$

For $\theta>1/2$, reflection exchanges $L,R$ and reverses $F$, so $S(\theta;L,R)=-S(1-\theta;R,L)$. On a node $S=-(m_Rw_R-m_Lw_L)/6$; at a link midpoint it is $+(m_Rw_R-m_Lw_L)/12$. The sign of the error can therefore depend on grid placement.

For smooth $m$ and $V$, both $G$ and its difference quotient have $O(h^2)$ errors, and midpoint mass and nodal potential suffice. A graded-mass case with a constructed Gaussian ground state gives order 2.00.

## Worked example

The model well has $m_w=0.1$, $m_b=0.3$, depth $V_0=0.01$ hartree, width $L=100$ bohr (5.29 nm) and a 400 bohr box. Its two bound levels are $E_1=0.0016641$ hartree (45.3 meV) and $E_2=0.0072904$ hartree (198.4 meV). The reference includes the walls, so box truncation is not part of the errors quoted.

For level 1 with steps on nodes, the barrier probability is 0.06473. The integral in (5) is

$$0.1(0.0016641)^2(0.93527)+0.3(0.0083359)^2(0.06473)=1.608\times10^{-6}.$$

At the right step $\psi F=0.067658\times(-0.015950)=-1.0791\times10^{-3}$ and $m_Rw_R-m_Lw_L=2.6672\times10^{-3}$. Both steps contribute equally, so the coefficient of $h^2$ is

$$C=-\frac{1.608\times10^{-6}}6+\frac{2(1.0791\times10^{-3})(2.6672\times10^{-3})}6=6.91\times10^{-7}$$

in hartree/bohr². The measured value at $h=0.625$ bohr is also $6.91\times10^{-7}$. For level 2 the two terms are $-7.43\times10^{-7}$ and $+7.66\times10^{-7}$; their near cancellation explains its much smaller $C=2.25\times10^{-8}$.

As $h$ falls from 2.5 to 1.25 to 0.625 bohr, the reconstructed flux error falls from $3.46\times10^{-5}$ to $8.67\times10^{-6}$ to $2.17\times10^{-6}$ a.u. in magnitude. The raw slope ratio approaches 3 more slowly, reaching 2.947.

Over the eight step positions examined, one of them on a node, the measured $C$ for level 1 ranges from $-7.48\times10^{-7}$ to $6.91\times10^{-7}$, in agreement with (5).

## Failure mode: sampled coefficients

Suppose $V$ is instead sampled at nodes and $m$ at link midpoints. The resulting matrix is that of the averaged scheme for a displaced structure. The potential step sits at the cell boundary, displaced by $(\frac12-\theta)h$. The mass step sits at the nearest node, displaced by $(n-\theta)h$, with $n=0$ for $\theta<1/2$ and $n=1$ for $\theta>1/2$.

The matching argument above uses only the link mean of $m$ and the cell mean of $V$, so it also holds when the mass and potential steps lie at different points near the interface. The averaged scheme therefore gives the levels of the displaced structure up to $O(h^2)$, and any first-order error comes from the displacement itself.

To find the cost, compare the exact states of the original and displaced structures, the latter marked by tildes. Multiplying each equation by the other state, integrating by parts and subtracting gives

$$(\tilde E-E)\int\tilde\psi\psi\,dz=\int\left[\frac12\left(\frac1{\tilde m}-\frac1m\right)\tilde\psi'\psi'+(\tilde V-V)\tilde\psi\psi\right]dz .$$

For a small displacement $\delta$ to the right, right-hand material becomes left-hand material in a thin layer. There $\tilde\psi'=m_L\tilde F$ and $\psi'=m_RF$, with $\tilde F\to F$, so the kinetic factor is $\frac12(1/m_L-1/m_R)m_Lm_RF^2$. Hence

$$\delta E=\delta\left[(V_L-V_R)\psi^2+\tfrac12(m_R-m_L)F^2\right]. \tag{6}$$

Using the separate displacements, the leading sampled error per step is

$$h\left[(V_L-V_R)\psi^2(\tfrac12-\theta)+\tfrac12(m_R-m_L)F^2(n-\theta)\right].$$

It is first order. For level 1 the two parts of (6) are $-4.578\times10^{-5}$ and $+2.544\times10^{-5}$ hartree/bohr. Since widening by $\delta L$ moves each interface outward by $\delta L/2$, their sum is also $dE_1/dL=-2.034\times10^{-5}$ hartree/bohr.

At $h=1.2308$ bohr and $\theta=0.125$, both interfaces together give

$$2(1.2308)[-4.578(0.375)-2.544(0.125)]\times10^{-5}=-5.01\times10^{-5}\ \text{hartree},$$

as measured. Dividing by $dE_1/dL$ gives 2.46 bohr, or 0.130 nm: to first order in the width change, the grid level belongs to a well that much wider. If $\theta$ is held fixed during a fit, for example by scaling the grid with the well, the width fitted to a given energy is too small by about this amount. On a fixed grid the sampled level changes only when a step crosses a node or a link midpoint, and it can jump either way, so a fit may have no exact solution. For a transition energy, the errors of the electron and hole confinement energies add, and their sum is divided by the width derivative of the transition energy. Averaging reduces the energy error to $4.3\times10^{-7}$ hartree, equivalent to 0.02 bohr in width.

Misalignment also spoils simple extrapolation. Halving $h$ changes $\theta$ to $2\theta$ modulo 1, so $C$ changes: from $2.65\times10^{-7}$ at $\theta=0.125$ to $-1.17\times10^{-7}$ at 0.25. Extrapolation that assumes one constant $C$ needs aligned steps or a fixed $\theta$.

## Failure mode: expanding the derivative

With $\mu=1/m$, the kinetic term can be expanded as $-\frac12(\mu\psi''+\mu'\psi')$. Central differences multiply the right and left link slopes at node $i$ by $\mu_i\pm(\mu_{i+1}-\mu_{i-1})/4$. The two couplings between neighbouring nodes then generally differ, so the matrix is not symmetric.

Put a step on node $j$, with $\mu_j=(\mu_L+\mu_R)/2$ and $D=\mu_R-\mu_L$. As $h\to0$ the source terms vanish at nodes $j-1$, $j$ and $j+1$. Each node fixes the ratio of its right to left slope, and the product is

$$\frac{\psi'_R}{\psi'_L}=\frac{\mu_L-D/8}{\mu_L+D/8}\;\frac{3\mu_L+\mu_R}{\mu_L+3\mu_R}\;\frac{\mu_R-D/8}{\mu_R+D/8}.$$

Here $\mu_L=10$ and $\mu_R=10/3$, giving $1.1818\times1.6667\times1.6667=3.283$ instead of 3. Refinement converges to this wrong interface condition. It leaves $E_1$ too low by $9.6\times10^{-5}$ hartree (2.6 meV), about 6% of $E_1$. Convergence under refinement is therefore insufficient evidence of correctness; the limiting slope ratio must also be checked. The numerical output below lists the remaining grids and errors.

## Calculated quantities

```
MODEL: m_w = 0.10, m_b = 0.30 (electron masses)
V0 = 0.0100 hartree, width = 100.0 bohr, box = 400.0 bohr
V0 = 0.2721 eV, width = 5.2918 nm
random-coefficient relative asymmetry = 0.0e+00
random-state probability-balance residual = 3.6e-15 a.u.
level 1: E = 0.001664140 hartree = 0.045284 eV, barrier prob. = 0.06473
  step psi = 0.0676581, flux = -0.0159496 a.u., dE/dwidth = -2.0337e-05 hartree/bohr
level 2: E = 0.007290379 hartree = 0.198381 eV, barrier prob. = 0.27489
  step psi = 0.1052862, flux = -0.0141509 a.u., dE/dwidth = -9.0827e-05 hartree/bohr
STEPS ON NODES: h (bohr), E1 error, E2 error (hartree)
  5.0000  1.70321e-05  5.49200e-07
  2.5000  4.30495e-06  1.39944e-07
  1.2500  1.07923e-06  3.51538e-08
  0.6250  2.69994e-07  8.79897e-09
observed orders, last halving: 1.9990, 1.9983
level 1: C measured 6.91186e-07, formula 6.91346e-07 hartree/bohr^2
level 2: C measured 2.25254e-08, formula 2.25344e-08 hartree/bohr^2
LEVEL 1, AVERAGED: theta, C measured, C formula (hartree/bohr^2)
  0.000  6.9131e-07  6.9135e-07
  0.625  -5.2091e-08  -5.0804e-08
  0.250  -1.1687e-07  -1.1820e-07
  0.875  6.6786e-07  6.6875e-07
  0.500  -7.4771e-07  -7.4775e-07
  0.125  2.6517e-07  2.6408e-07
  0.750  4.1989e-07  4.2136e-07
  0.375  -4.5454e-07  -4.5547e-07
worst C deviation / largest C, both levels = 0.0020
FLUX, LEVEL 1: h (bohr), flux error, raw jump (a.u.), slope ratio
  2.5000  -3.4580e-05  1.1254e-03  2.78499
  1.2500  -8.6711e-06  5.6386e-04  2.89306
  0.6250  -2.1694e-06  2.8207e-04  2.94672
largest-error orders: sampled 0.998, averaged 1.993
MISALIGNED, LEVEL 1: h (bohr), theta, sampled, averaged error (hartree),
  apparent width error sampled, averaged (bohr)
  1.2461 0.625 3.754e-05 -1.113e-07  -1.8460 0.0055
  1.2422 0.250 -4.447e-05 -1.502e-07  2.1866 0.0074
  1.2384 0.875 5.032e-05 1.002e-06  -2.4742 -0.0493
  1.2308 0.125 -5.009e-05 4.251e-07  2.4631 -0.0209
EXPANDED FORM: relative off-diagonal asymmetry = 0.0833
slope ratio: true 3.00000, false limit 3.28283
E1 extrapolated 0.001568502, false-limit formula 0.001568304 hartree
error that refinement leaves = -9.5837e-05 hartree = -2.6079 meV
SMOOTH GRADING: errors at h = 2.5, 1.25 bohr: -1.4477e-06, -3.6176e-07 hartree
smooth-grading order = 2.0007
```
